# Why CIS and hybrid response miss conical intersections with the ground state

**Q.** I scanned a molecule with CIS, and the lowest singlet excitation energy went through zero. The ground and excited surfaces cross there, so I have located a conical intersection. A hybrid functional gives much the same picture.

**A.** You have located a crossing. Whether it is conical depends on how the gap opens when you leave it. Take two real electronic states with Hamiltonian elements \(H_{11},H_{22},H_{12}\). The eigenvalues are
\[
E_\pm=\tfrac12(H_{11}+H_{22})\pm\tfrac12\sqrt{(H_{11}-H_{22})^2+4H_{12}^2},
\]
so the gap is the square root itself. A sum of two squares vanishes only if both do: \(H_{11}=H_{22}\) and \(H_{12}=0\). With \(N\) internal coordinates and no symmetry that fixes \(H_{12}\), these two conditions leave a seam of dimension \(N-2\). The gap opens linearly along two independent directions, the branching space. What plays the part of \(H_{12}\) in your calculation?

**Q.** The matrix element between the Hartree-Fock determinant and the excited state, I suppose.

**A.** Let us compute it for a closed shell with real orbitals. Rotate an occupied orbital, \(\varphi_i\to\varphi_i+\kappa\varphi_a\), for both spins. Each spin contributes one singly excited determinant, and their sum is \(\sqrt2\) times the normalized singlet \(S_{ia}\):
\[
\Phi(\kappa)=\Phi_0+\sqrt2\,\kappa\,S_{ia}+O(\kappa^2),\qquad
\left.\frac{dE}{d\kappa}\right|_0=2\sqrt2\,\langle\Phi_0|H|S_{ia}\rangle .
\]
The same derivative is \(4F_{ia}\), with \(F\) the Fock matrix, so \(\langle\Phi_0|H|S_{ia}\rangle=\sqrt2F_{ia}\). Hartree-Fock orbitals make the energy stationary, so this is zero at each geometry. That is Brillouin's theorem. Adding \(\Phi_0\) to the singles changes nothing, because the matrix is block diagonal.

The excitation energy \(\omega\) is the lowest eigenvalue of the singles block \(A\), measured from the reference energy. On a smooth reference branch, with a nondegenerate lowest root,
\[
\omega(\mathbf R_0+\mathbf d)=\nabla\omega\cdot\mathbf d+O(d^2)\quad\text{if }\omega(\mathbf R_0)=0 .
\]
One condition, \(\omega=0\), gives a seam of dimension \(N-1\) wherever \(\nabla\omega\ne0\). The branching space is the single direction \(\nabla\omega\), and \(\omega\) changes sign across the seam.

**Q.** And Brillouin's theorem does the same for the hybrid?

**A.** No. The hybrid orbitals make a different energy stationary, so the generalized Kohn-Sham element \(f_{ia}\) vanishes. The Hamiltonian element is still \(\sqrt2F_{ia}\), with \(F\) built from the Kohn-Sham density matrix, and it need not vanish. For methylene with BHandHLYP orbitals at a bond angle of 140.3°, the largest \(|f_{ia}|\) is zero to the printed digits, while the largest \(|\langle\Phi|H|S_{ia}\rangle|\) is 1.00 eV.

The coupling is missing for another reason: linear response never sets up a joint matrix for the reference and the excited states. It delivers \(\omega\) as a root of response matrices and adds it to the reference energy. In the Tamm-Dancoff approximation the counting of conditions is therefore the same as in CIS.

**Q.** Then I have a seam that is too large by one dimension, but the reference is at least a good ground state on it.

**A.** The second derivatives of the energy say otherwise. Carry the rotation to second order, with amplitudes \(X=\sqrt2\,\kappa\) for all pairs \(ia\). The singles contribute \(X^\dagger AX\). The doubles, which appear at second order, interfere with \(\Phi_0\) and contribute \(\mathrm{Re}(X^TBX)\), where \(B\) holds the elements of \(H\) between \(\Phi_0\) and the double excitations. For real \(\kappa\), and for \(\kappa=i\eta\) with real \(\eta\),
\[
\Delta E=2\kappa^T(A+B)\kappa,\qquad \Delta E=2\eta^T(A-B)\eta .
\]
The minus sign comes from \(i^2\). An adiabatic hybrid obeys the same relations, since its response matrices are second derivatives of its own energy functional.

Let \(v\) be the normalized lowest eigenvector of \(A\), and \(\lambda_\pm\) the lowest eigenvalues of \(A\pm B\). Then
\[
\omega=v^TAv=\tfrac12v^T(A+B)v+\tfrac12v^T(A-B)v\ \ge\ \tfrac12(\lambda_++\lambda_-).
\]
If \(\omega=0\), then \(\lambda_++\lambda_-\le0\), so at least one of them is not positive. A reference whose energy has positive curvature for all real and imaginary rotations cannot meet its CIS or Tamm-Dancoff singlets.

**Q.** Can you show me a case where the true cone is known?

**A.** Put two electrons on two sites \(a,b\), with site energies \(\mp\Delta/2\), hopping \(-t\) and on-site repulsion \(U\). Take \(\Delta>0\). In the singlet basis \(aa\), \(bb\), \((ab+ba)/\sqrt2\),
\[
H=\begin{pmatrix}U-\Delta&0&-\sqrt2t\\0&U+\Delta&-\sqrt2t\\-\sqrt2t&-\sqrt2t&0\end{pmatrix}.
\]
At \(\Delta=U,\ t=0\) the first and third states are degenerate, and the second lies \(2U\) higher. To leading order nearby, the two-state formula gives
\[
\text{gap}=\sqrt{(\Delta-U)^2+8t^2}.
\]
Both coordinates open the gap, so this is a cone. With \(U=4\) eV, on a loop of radius 0.05 eV around it, the exact gap runs from 0.050 to 0.141 eV, the latter being \(\sqrt8\times0.05\). The ground state, followed continuously round the loop, returns with its sign reversed.

**Q.** What does mean field make of it?

**A.** Let the occupied orbital be \(\varphi=\cos\frac\theta2\,a+\sin\frac\theta2\,b\). Its one-electron energy is \(-\frac\Delta2\cos\theta-t\sin\theta\), counted twice. The repulsion is \(U(\cos^4\frac\theta2+\sin^4\frac\theta2)=\frac U2(1+\cos^2\theta)\). Hence
\[
E=-\Delta\cos\theta-2t\sin\theta+\tfrac U2(1+\cos^2\theta),
\]
\[
\frac{dE}{d\theta}=\Delta\sin\theta-2t\cos\theta-U\sin\theta\cos\theta=0 .
\]
The virtual orbital is \(\varphi'=-\sin\frac\theta2\,a+\cos\frac\theta2\,b\). The double excitation couples to the reference through the repulsion alone:
\[
B=2U\sin^2\tfrac\theta2\cos^2\tfrac\theta2=\tfrac U2\sin^2\theta .
\]
In the singly excited singlet the one-electron energies of \(\varphi\) and \(\varphi'\) cancel. Its amplitudes on \(aa\) and \(bb\) are \(\mp\sqrt2\sin\frac\theta2\cos\frac\theta2\), so its energy is \(U\sin^2\theta\). Subtracting \(E\),
\[
A=U\sin^2\theta+\Delta\cos\theta+2t\sin\theta-\tfrac U2(1+\cos^2\theta).
\]
For \(t\ne0\), stationarity excludes \(\sin\theta=0\) and gives \(\Delta=U\cos\theta+2t\cos\theta/\sin\theta\). Then \(\Delta\cos\theta+2t\sin\theta=U\cos^2\theta+2t/\sin\theta\), and
\[
A=\frac{2t}{\sin\theta}+\frac U2\sin^2\theta,\qquad A-B=\frac{2t}{\sin\theta}.
\]

**Q.** On the lowest solution, where does \(A\) vanish?

**A.** Nowhere with \(t\ne0\). Changing \(\theta\) to \(-\theta\) alters only the term \(-2t\sin\theta\), so the lowest solution has \(t\sin\theta>0\), and both terms of \(A\) are positive. The surfaces do touch at the cone point itself: for \(t=0,\ \Delta\ge U\) the solution is \(\theta=0\) with \(A=\Delta-U\).

The touching is not conical. At \(\Delta=U\) stationarity reads \(U\sin\theta(1-\cos\theta)=2t\cos\theta\). For small \(t>0\) this is \(U\theta^3/2=2t\), so \(\theta=(4t/U)^{1/3}\). The two terms of \(A\) are then equal, and for either sign of \(t\)
\[
A\simeq U\theta^2=U\left(\frac{4|t|}{U}\right)^{2/3}.
\]
At \(t=0.01\) eV the formula gives 0.186 eV and the full mean-field solution 0.185 eV. The exact gap is 0.028 eV.

The reference is also not smooth around this point. At \(t=0,\ \Delta<U\) there are two equal minima, \(\cos\theta=\Delta/U\). As \(t\) changes sign at \(\Delta=3\) eV, the lowest solution jumps from \(-41.4^\circ\) to \(+41.4^\circ\).

**Q.** So where is the seam with one branching direction?

**A.** On the higher real minimum. A direct minimization of the energy reaches it from a nearby start. Iterations that always fill the lowest orbital do not, because here the occupied orbital lies above the virtual one. Take \(t>0\) and \(\sin\theta=-s\), with \(s>0\) and \(\cos\theta>0\). Now the terms of \(A\) have opposite signs, and \(A=0\) means \(2t/s=Us^2/2\). With the stationarity condition,
\[
t=\frac{Us^3}{4},\qquad \Delta=U\sqrt{1-s^2}\left(1-\frac{s^2}{2}\right).
\]
This is a curve in the two-coordinate plane, not a point. For \(s=0.8\), \(t=0.512\) eV and \(\Delta=4\times0.6\times0.68=1.632\) eV. A numerical search for \(\omega=0\) at that \(\Delta\) finds the same \(t\).

The slopes of \(\omega\) there are \(-1.80\) along \(\Delta\) and \(-5.20\) along \(t\). Differentiating the curve with respect to \(s\) gives the tangent \((d\Delta/ds,\,dt/ds)=(-5.547,\,1.920)\) eV. Its product with the slopes is \(9.98-9.98=0\): along the seam the gap stays closed. On a small circle around the point, \(\omega\) changes sign twice, as a linear function must. A conical gap would stay positive all the way round.

At this point \(A+B=1.28\) eV and \(A-B=-1.28\) eV. A stability check limited to real rotations that are the same for both spins would pass this reference; one that includes imaginary rotations rejects it. The exact gap between the two lowest singlets is 2.85 eV, so no exact crossing lies here.

**Q.** Would full linear response, without the Tamm-Dancoff approximation, repair this?

**A.** For one mode the equations are \(AX+BY=\omega X\) and \(BX+AY=-\omega Y\). Adding and subtracting them,
\[
(A+B)(X+Y)=\omega(X-Y),\qquad (A-B)(X-Y)=\omega(X+Y),
\]
so \(\omega^2=(A-B)(A+B)\). At the false seam point \(\omega^2=-1.64\) eV², and the frequency is imaginary.

On the lowest solution with \(\Delta<U\), the factor \(A-B=2t/\sin\theta\) goes to zero with \(t\) while \(A+B\) stays finite. The frequency then vanishes as \(\sqrt{|t|}\): at \(\Delta=3\) eV, a fourfold larger \(t\) gives a ratio of 2.00. That is a square-root closing along a line, again not a cone.

**Q.** Does a real molecule behave this way, with a hybrid too?

**A.** Singlet methylene does, in the 6-31G basis with C–H bonds of 1.10 angstrom. When the bond angle opens from 102° to 170°, the CIS energy falls from 1.44 to \(-0.72\) eV, with its zero at 137.8°. BHandHLYP in the Tamm-Dancoff approximation goes from 1.50 to \(-0.55\) eV, with its zero at 140.3°.

At the crossings \((\lambda_+,\lambda_-)\) is \((0.88,-0.92)\) eV for CIS and \((0.74,-0.81)\) eV for the hybrid. As in the model, among rotations that are the same for both spins, the reference is stable to real ones and unstable to imaginary ones. Unlike the model's higher minimum, it is reached by ordinary self-consistent iterations. For the hybrid, finite rotations along the lowest eigenvector of \(A\) give curvatures of \(+0.77\) and \(-0.77\) eV. Their mean is \(\omega=0\), and each lies above the corresponding \(\lambda_\pm\), as it must for a vector that need not be the lowest one of \(A\pm B\).

Frozen-core full CI in the same basis, which lacks core correlation and still carries the error of a small basis, keeps the singlets 0.48 eV apart at the CIS crossing angle. It makes them degenerate at 180°.

This molecule does not test the missing coupling. Its two states differ in reflection symmetry through the molecular plane, so their exact coupling is zero at every bent geometry as well. It tests the sign change and the instability; the two-site model tests the coupling.

**Q.** Should I then distrust all CIS intersections?

**A.** Not those between two excited states. Both are eigenvectors of the same matrix \(A\). Keep the two eigenvectors found at one geometry as a fixed basis: at a neighbouring geometry \(A\) in general has an off-diagonal element between them, so two conditions are needed again. In equilateral H3+ (STO-3G, side 0.9 angstrom) the two lowest CIS singlets are degenerate. Moving one atom by 0.005 angstrom along either in-plane axis opens 0.115 or 0.114 eV, and doubling the displacement doubles the gap within the test's 5 percent. Two axes alone would not exclude a direction along which the gap stays closed, but the threefold symmetry makes the linear splitting the same for every in-plane direction of this displacement. That is a cone.

**Q.** And for the ground state, where has the lost coupling gone?

**A.** Partly into the rotation of the orbitals, partly into the double excitations. In the two-site model, \(\Phi_0\) and the single excitation span two of the three singlets. The double excitation \(\varphi'\varphi'\) completes the space, and it couples both to \(\Phi_0\), through \(B\), and to the single excitation. The second coupling has magnitude \(\sqrt2\,U|\sin\theta\cos\theta|\), and the two together link \(\Phi_0\) to the single excitation indirectly. At \(\Delta=U\) and small \(t>0\) the double excitation lies about \(2U\) higher, and the link is \(\tfrac U2\theta^2\cdot\sqrt2U\theta/(2U)=\sqrt2\,t\), the coupling of the exact cone. For \(\Delta>U\) and small \(t\), \(\theta\simeq2t/(\Delta-U)\). The link is then only of order \(t^3\), and the orbital rotation has already absorbed the mixing. Diagonalizing all three together is the exact problem, and the cone returns, whichever stationary orbitals were used.

## Computed values

```
Model repulsion U: 4.0 eV
Exact gap at D=U, t=0: 0.0000 eV
Loop radius around exact cone: 0.050 eV
Smallest exact gap on loop: 0.0501 eV
Largest exact gap on loop: 0.1414 eV
Sign of exact ground state after loop: -1
Smallest CIS omega on loop, lowest reference: 0.0592 eV
CIS omega at D=U, t=0.01 eV: 0.1846 eV
Exact gap at D=U, t=0.01 eV: 0.0283 eV
Reference angle at D=3 eV, t=+0.0001 eV: 41.41 deg
Reference angle at D=3 eV, t=-0.0001 eV: -41.41 deg
False seam point, D: 1.6320 eV
False seam point, t found numerically: 0.5120 eV
Reference angle there: -53.13 deg
A+B there: 1.2800 eV
A-B there: -1.2800 eV
Exact gap there: 2.8461 eV
Slope of omega along D: -1.8000
Slope of omega along t: -5.2000
Sign changes of omega on small circle: 2
Full-response omega^2 at false seam: -1.6384 eV^2
Full-response omega ratio, t=0.0004 to 0.0001 eV (D=3 eV): 2.0008
CH2 bond length: 1.10 angstrom
CH2 CIS omega at 102 deg: 1.438 eV
CH2 CIS omega at 170 deg: -0.716 eV
CH2 CIS crossing angle: 137.8 deg
CH2 CIS lowest A+B root at crossing: 0.875 eV
CH2 CIS lowest A-B root at crossing: -0.923 eV
CH2 full CI gap at CIS crossing angle: 0.484 eV
CH2 full CI gap at 180 deg: 0.000 eV
CH2 BHandHLYP omega at 102 deg: 1.499 eV
CH2 BHandHLYP omega at 170 deg: -0.551 eV
CH2 BHandHLYP crossing angle: 140.3 deg
CH2 BHandHLYP lowest A+B root at crossing: 0.742 eV
CH2 BHandHLYP lowest A-B root at crossing: -0.811 eV
CH2 BHandHLYP curvature, real rotation: 0.772 eV
CH2 BHandHLYP curvature, imaginary rotation: -0.772 eV
CH2 BHandHLYP largest |f_ia|: 0.000000 eV
CH2 largest |<Phi|H|S_ia>|, same orbitals: 0.9987 eV
H3+ CIS S2-S1 gap, equilateral, side 0.9 angstrom: 0.00000 eV
H3+ gap, one atom moved 0.005 angstrom along x: 0.11471 eV
H3+ gap, one atom moved 0.005 angstrom along y: 0.11418 eV
```
